\section*{Thermionic emission over a smooth barrier: mean energy and Lorenz ratio, part 2}

Carriers in $d$ dimensions cross a barrier between two reservoirs. In the ideal model the barrier is uniform, the transverse momentum $\mathbf k_t$ is conserved, and a carrier passes without collisions exactly when its normal motion takes it over the top. We now test these idealizations.

Algebra uses atomic units, $\hbar=m_e=e=1$, keeping $k_B$; $\theta=k_BT$, $\beta=1/\theta$, $p=(d+1)/2$. Hole energies increase downwards in the band diagram. The top lies $\Phi$ above the Fermi level; $\varepsilon$ is the kinetic energy there, with normal part $\varepsilon_n$. At fixed $\mathbf k_t$, the normal velocity $v_n$ and momentum $k_n$ obey $v_n\,dk_n=d\varepsilon$. The flux weight is $M(\varepsilon)f$, with mode count $M\propto\varepsilon^{p-1}$ and, for $\Phi\gg\theta$, Boltzmann occupation $f$. The flux integral $Z(\beta)\propto\beta^{-p}$ gives
\begin{align}
\langle\varepsilon\rangle&=-\frac{1}{Z}\frac{dZ}{d\beta}
=-\frac{d\ln Z}{d\beta}=\frac{p}{\beta}=p\,\theta,
\label{eq:mean}\\
\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2
&=\frac{1}{Z}\frac{d^2Z}{d\beta^2}-\left(\frac1Z\frac{dZ}{d\beta}\right)^2
=\frac{d^2\ln Z}{d\beta^2}=\frac{p}{\beta^2}=p\,\theta^2 .
\label{eq:var}
\end{align}
Each transverse direction contributes $\theta/2$ and $\theta^2/2$.

With conductance $G$ and zero-current carrier heat conductance $K$, the Lorenz ratio is $K/(GT)$ in units of $(k_B/e)^2$. It equals the variance of total energy over $\theta^2$, ideally $p$. "Both ratios" means this and $\langle\varepsilon\rangle/\theta$. In the tables, $S$ is the thermopower and "shorted" means zero voltage.

The example is hole emission from a metal into monolayer WSe$_2$ at $300$~K: $d=2$, $p=3/2$, $\theta=0.02585$~eV, mass $m=0.40\,m_e$, $g=2$ valley-spin channels, $\Phi=0.30$~eV, $K=3.5\times10^{-7}$~W/(K\,m). The thermal wavelength is $\lambda=h/\sqrt{2\pi m\theta}=6.804$~nm in ordinary units. Along the normal coordinate $x$, the potential near the top is
\begin{equation}
V(x)=V_0\,\mathrm{sech}^2(x/b),\qquad V_0=0.20\ \text{eV},\quad b=16\ \text{nm}.
\label{eq:profile}
\end{equation}

\subsection{Tunnelling and reflection}

A barrier is smooth in the required sense if quantum transmission differs from a step only within an energy range small compared with $\theta$. Near its top write $V=V_{\rm top}-\tfrac12m\omega^2x^2$. In scaled position and momentum the normal Hamiltonian, measured from the top, is $H=\tfrac12\omega(P^2-X^2)$ with $[X,P]=i$. Let
\begin{equation}
U=\frac{P+X}{\sqrt2},\qquad R=\frac{P-X}{\sqrt2},\qquad [R,U]=-i,\qquad H=\frac{\omega}{2}(UR+RU).
\end{equation}
The equations of motion are $\dot U=\omega U$ and $\dot R=-\omega R$. At late times $|U|$ is large: $U>0$ means departure to the right, $U<0$ to the left. At early times $|R|$ is large, and $R>0$ means arrival from the left.

With $R$ as variable, $U=i\,d/dR$ and $H=i\omega(R\,d/dR+\tfrac12)$. The eigenfunction of energy $\varepsilon_n=a\omega$ arriving from the left is $R^{-ia-1/2}$ for $R>0$ and zero otherwise. Changing to the variable $U$ is a Fourier transform. With $s=\tfrac12-ia$,
\begin{equation}
\psi(U)\propto\int_0^\infty dR\,R^{s-1}e^{iUR}
=\Gamma(s)\,|U|^{-s}\,e^{i\pi s\,\mathrm{sgn}(U)/2}.
\end{equation}
The last factor has modulus $e^{\pi a/2}$ for $U>0$ and $e^{-\pi a/2}$ for $U<0$. The outgoing flux is $|\psi|^2|\dot U|=\omega|U||\psi|^2$, so the transmitted and reflected probabilities are in the ratio $e^{2\pi a}$. Since they add to one,
\begin{equation}
\mathcal T(\varepsilon_n)=\frac{1}{1+e^{-2\pi\varepsilon_n/\omega}} .
\end{equation}

The normal generating integral is now $Z_n=\int_{-\infty}^{\infty}d\varepsilon_n\,\mathcal T e^{-\beta\varepsilon_n}$. Put $t=e^{-2\pi\varepsilon_n/\omega}$ and $\nu=\beta\omega/2\pi$. For $0<\nu<1$,
\begin{equation}
Z_n=\frac{\omega}{2\pi}\int_0^\infty\frac{t^{\nu-1}}{1+t}\,dt
=\frac{\omega}{2\pi}\frac{\pi}{\sin\pi\nu}=\frac{\omega/2}{\sin(\beta\omega/2)} .
\end{equation}
Let $y=\omega/2\theta$. Differentiating $\ln Z_n$ as before,
\begin{align}
\frac{\langle\varepsilon_n\rangle}{\theta}&=y\cot y=1-\frac{y^2}{3}+\dots,\\
\frac{\operatorname{Var}\varepsilon_n}{\theta^2}&=\frac{y^2}{\sin^2y}=1+\frac{y^2}{3}+\dots
\end{align}
Leakage below the top and reflection above it together lower the mean and widen the distribution. To leading order the two ratios move apart by equal amounts. The integral converges for $y<\pi$, but in the parabolic model emission shifts below the top before that limit: the mean is already zero at $y=\pi/2$ and falls without bound as $y\to\pi$.

For (\ref{eq:profile}), $V\approx V_0(1-x^2/b^2)$ gives $\hbar\omega=\sqrt{2V_0\hbar^2/m}/b$. The definition of $\lambda$ gives $\hbar^2/m=\lambda^2\theta/2\pi=0.1905$~eV\,nm$^2$. Hence $\hbar\omega=\sqrt{0.40\times0.1905}/16=0.0173$~eV and $y=0.334$. The formulas, with $1/2$ added for the transverse direction, predict $1.463$ for the mean and $1.538$ for the Lorenz ratio. Solving the Schr\"odinger equation numerically for the full profile gives $1.460$ and $1.538$. At $200$~K, with the barrier held fixed, $y=0.50$ and the numerical values are $1.412$ and $1.586$.

A Lorenz shift of $1\%$ of $1.5$ requires $y^2/3=0.015$, or $y=0.212$. At fixed height, mass and $300$~K, $y$ varies as $1/b$, so to leading order $b=16\times0.334/0.212\approx25$~nm ($250$~\AA).

\subsection{Degeneracy}

Let $\zeta=e^{-\Phi/\theta}$ and measure $\varepsilon$ in units of $\theta$. The Fermi function expands as $f=\zeta e^{-\varepsilon}-\zeta^2e^{-2\varepsilon}+\dots$. Emission is weighted by $f$, but linear response by $-\partial f/\partial\varepsilon=\zeta e^{-\varepsilon}-2\zeta^2e^{-2\varepsilon}+\dots$, and the two weights are no longer proportional. Let $\delta=2^{-p-1}\zeta$. The emission mean is
\begin{equation}
p\,\frac{1-\delta}{1-2\delta}\approx p\,(1+\delta).
\end{equation}
For the response weight, the moments of order $0,1,2$ are proportional to $1-4\delta$, $p(1-2\delta)$ and $p(p+1)(1-\delta)$. The variance is therefore
\begin{equation}
p(p+1)(1+3\delta)-p^2(1+4\delta)=p\,[1+(3-p)\delta].
\end{equation}
Both ratios rise. For $d=2$ the Lorenz ratio rises faster; for $d=3$ the two agree at this order. In the example $\zeta=9.1\times10^{-6}$ and the effect is negligible. With the top at the Fermi level the expansion no longer serves, and numerical evaluation for $d=2$ gives a mean of $1.700$ and a Lorenz ratio of $1.776$.

\subsection{Scattering near the top}

Suppose that scattering multiplies the transmission by $\varepsilon^r$. The flux weight becomes $\varepsilon^{p+r-1}e^{-\varepsilon/\theta}$, still a power times an exponential, and both ratios become $p+r$. Any other energy dependence generally separates them.

For an estimate, suppose that the barrier is steep on the metal side, so that carriers scatter only beyond the top. Let a carrier be returned or passed within the layer there in which the potential falls by $\theta$, and let this layer be the same for all energies. With the far side of (\ref{eq:profile}) its thickness is $\ell=b\,\mathrm{arcosh}\left[(1-\theta/V_0)^{-1/2}\right]=6.0$~nm. Take the passing fraction as $\Lambda/(\Lambda+\ell)$. In a thick planar layer with carrier density $n$ on one side and none on the other, diffusion gives the flux $Dn/\ell$, with $D=v^2\tau/2$. The incident flux is $nv/\pi$: the normal velocity $v\cos\phi$, integrated over the forward half-circle and divided by $2\pi$. Equating $Dn/\ell$ to $(\Lambda/\ell)(nv/\pi)$ gives
\begin{equation}
\Lambda=\frac{\pi D}{v}=\frac{\pi}{2}v\tau .
\end{equation}
Let $\tau$ be independent of energy and fixed by a mobility of $200$~cm$^2$/Vs. Then $\Lambda=10.8$~nm at $\varepsilon=\theta$, and $\Lambda\propto\varepsilon^{1/2}$. Integration over the flux weight gives a mean of $1.67$ and a Lorenz ratio of $1.62$. When $\Lambda\ll\ell$ the factor is proportional to $\varepsilon^{1/2}$ and both tend to $2$. This is a limit of the classical formula, which requires $\hbar/\tau\ll\theta$. Here $\tau=45$~fs and $\hbar/\tau=0.0145$~eV, already $0.56\,\theta$, so the estimate is rough and cannot be carried to much lower mobility in this example. The estimate omits energy exchange with the lattice and the field's effect on scattered carriers.

The fixed thickness matters. Suppose instead that scattering is frequent but purely elastic, with constant $\tau$, over a parabolic top. At given total energy the local conductivity is proportional to the local kinetic energy, $\varepsilon+\tfrac12m\omega^2x^2$. Its inverse, integrated over $x$, is proportional to $\varepsilon^{-1/2}$. The flux weight is then $\varepsilon^{1/2}e^{-\varepsilon/\theta}$, as without scattering, and both ratios return to $3/2$. This takes the parabola as unbounded. If it ends where the potential has fallen by $V_0$, the integral is proportional to $\varepsilon^{-1/2}\arctan\sqrt{V_0/\varepsilon}$, and for $V_0=7.7\,\theta$, as in the example, the mean is $1.65$ and the Lorenz ratio $1.73$; they approach $3/2$ only slowly as $V_0/\theta$ grows. The scattering correction therefore depends on how the resistance of the region near the top varies with carrier energy, and the values above only illustrate one case.

In the fixed-layer estimate there is a conflict of lengths: a longer barrier suppresses tunnelling, but it thickens the layer in which carriers scatter. Frequent elastic scattering with constant $\tau$ brings no such conflict in the classical estimate: stretching the profile and the scattering region together rescales the resistance at all energies alike, so the ratios depend on the shape and depth of the drop but not on its length. They equal $3/2$ only for an unbounded parabola.

\subsection{Uneven barriers}

Let the contact consist of patches in parallel, each wide enough to act as a uniform barrier, with heights $\Phi+\eta$ and $\eta$ Gaussian with spread $s$. The flux through a patch carries the factor $e^{-\eta/\theta}$. Completing the square,
\begin{equation}
-\frac{\eta^2}{2s^2}-\frac{\eta}{\theta}
=-\frac{(\eta+s^2/\theta)^2}{2s^2}+\frac{s^2}{2\theta^2},
\end{equation}
so the flux-weighted heights are still Gaussian with variance $s^2$, about a mean lowered by $s^2/\theta$. The kinetic energy above each local top is independent of $\eta$ and keeps its mean $p\,\theta$. The total energy has variance $p\,\theta^2+s^2$, and the Lorenz ratio is
\begin{equation}
p+\left(\frac{s}{\theta}\right)^2 .
\end{equation}
The formula needs the lowered barrier to stay nondegenerate, $\Phi-s^2/\theta\gg\theta$, which for this example fails beyond about $s=0.05$~eV. For $s=0.010$~eV it gives $1.5+0.150=1.65$. This spread is small; since the term grows as $s^2$, a spread of $0.03$~eV already gives $2.85$. Unevenness thus separates the two ratios even when every patch is ideal.

\subsection{Band shape, other bands and lattice heat}

In a two-band model with gap $E_g$ the dispersion is $\varepsilon(1+\varepsilon/E_g)=k^2/2m$. The relation $v_n\,dk_n=d\varepsilon$ still holds at fixed $k_t$, and the mode count gains the factor $(1+\varepsilon/E_g)^{1/2}\approx e^{\varepsilon/2E_g}$. This replaces $\beta$ by $\beta-1/2E_g$. To first order the mean grows by the fraction $\theta/2E_g$ and the variance by $\theta/E_g$. With $E_g=2.0$~eV these are $0.6\%$ and $1.3\%$; numerical integration gives $1.510$ and $1.519$ for the two ratios.

A second valence maximum $0.40$~eV away carries a share of order $e^{-15.5}$ of the flux if its mass and degeneracy are similar. Its contribution to the Lorenz ratio is of order $15.47^2e^{-15.47}\approx5\times10^{-5}$.

The lattice conducts far more heat than the carriers. A conductivity of $40$~W/(K\,m), a thickness of $0.65$~nm and a length $2b=32$~nm give $40\times0.65/32=0.81$~W/(K\,m) per contact width if the heat flow is diffusive. Over so short a length phonons may collide only a few times, and the true value is then smaller. Even a tenth of it would exceed the carrier heat conductance by a factor of more than $10^5$, so a measurement of total heat flow would not reveal the Lorenz ratio derived here.

\subsection{The model beside a real contact}

The mass, gap and barrier are rough values in the regime of hole contacts to WSe$_2$. The mobility is a rough value for a clean layer. In the classical estimates with $\tau$ independent of energy, stronger scattering moves both ratios towards $2$, a third above the ideal value, if the scattering layer is the same for all energies, while frequent elastic scattering leaves them at $3/2$ only over an unbounded parabolic top; for a finite drop such as the $0.20$~eV of the example they depend on the shape and extent of the scattering region. If $\tau$ depends on energy, these values change. The symmetric profile is a simplification, since a real barrier can be much steeper on the metal side, and the correction to the Lorenz ratio from tunnelling and quantum reflection can then be several times larger, and ten times or more if that side is abrupt. Halving $b$ at fixed height and temperature quadruples the leading tunnelling shift, from $0.037$ to $0.15$. The profile's steepest field is $0.096$~MV/cm, but its whole drop is $0.20$~eV, a tenth of the gap, so a typical emitted hole cannot create an electron--hole pair.

For these parameters a barrier spread of $0.010$~eV raises the Lorenz ratio by about $10\%$ of $1.5$, and tunnelling through the symmetric profile raises it by $2.5\%$. The fixed-layer estimate of scattering gives $8\%$, but that figure depends on its assumptions. The corrections were estimated one at a time and need not add. The numerical output lists the inputs used.

\section*{Calculated quantities}
\begin{verbatim}
Tilted-mass momentum sums: d, mean/kBT, variance/(kBT)^2
  1  1.0010  1.0000
  2  1.5001  1.5000
  3  2.0000  2.0000
Two reservoirs: d, mean/kBT, Lorenz, shorted ratio, |S| e/kB
  1  1.0000  1.0000  159.87  12.605
  2  1.5000  1.5000  173.23  13.105
  3  2.0000  2.0000  187.08  13.605
Example inputs (rough): WSe2 monolayer, holes, d = 2
  temperature 300 K, mass 0.40 m_e
  number of valley-spin channels 2
  barrier top from Fermi level 0.30 eV
  profile height 0.20 eV, length 16.0 nm
  mobility 200 cm2/Vs, band gap 2.0 eV
  next valence band offset 0.40 eV
  patch spread 0.010 eV
  lattice conductivity 40 W/(m K)
  layer thickness 0.65 nm
Example results
  kB T 0.02585 eV, barrier/kBT 11.605
  mean emitted kinetic energy 0.03878 eV
  Lorenz number 1.1139e-08 V^2/K^2
  metal value pi^2/3: 2.4430e-08 V^2/K^2
  thermopower magnitude 1.1293 mV/K
  thermal wavelength 6.804 nm
  conductance per width 0.1039 uS/um
  one-way current 2.686 nA/um
  carrier heat conductance 3.472e-07 W/(K m)
Neglected effects (ideal mean and Lorenz ratio: 1.5)
  barrier curvature quantum 0.01725 eV
  tunnelling: T(K), y, flux factor, mean/kBT, Lorenz
    300  0.3337  1.0212  1.4604  1.5375
    200  0.5005  1.0465  1.4123  1.5862
  length for 1% Lorenz shift 25.2 nm = 252 angstrom
  occupation at barrier top 9.12e-06
  top at Fermi level: mean 1.7001, Lorenz 1.7761
  kBT layer 6.02 nm, backscatter path 10.77 nm
  scattering: mean 1.671, Lorenz 1.619
  strong scattering: 2.000, 2.000
  nonparabolic: mean 1.5095, Lorenz 1.5187
  next band, Lorenz shift of order 4.6e-05
  patches: mean 1.5000, Lorenz 1.6496
  lattice heat conductance 0.812 W/(K m)
  carrier/lattice heat ratio 4.3e-07
  peak field 0.096 MV/cm
\end{verbatim}
